**Tsu-Esaki current: momentum sum against the reduced formula**

The program tests $J=\frac{em}{2\pi^2\hbar^3}\int D(E_z)S(E_z)\,dE_z$, where $D$ is the transmission, $E_z$ the longitudinal energy, $m$ the common transverse mass and $S$ the difference of the two electrodes' integrated Fermi supplies. It asserts that a direct sum over $k_x,k_y,k_z$ agrees with this formula for a 10 nm film at 4 V and a 4 nm film at 0.05 V. It also asserts agreement of the slice-matching transmission with Airy solutions, equal transmission in both directions, and the zero-temperature supply and Richardson limits. For the 10 nm film at 300 K the output gives $J=6.77\times10^{-6}$ A/cm². An isotropic film mass of $0.4\,m_0$ multiplies this by 0.400, and the program asserts that this factor is close to the mass ratio. Separate estimates give a factor of 34 for the image force and 0.061 for a trapped sheet of $10^{12}$ electrons per cm². They show that the bare barrier model does not predict total leakage.

## Numerical verification

```python
"""Tsu-Esaki current for planar elastic tunnelling.

Result under test:
  J = e m/(2 pi^2 hbar^3) * integral dEz D(Ez) S(Ez),
  S = kT ln{[1+exp((muL-Ez)/kT)] / [1+exp((muR-Ez)/kT)]}.
D: transmission, Ez: longitudinal energy, S: supply function,
m: transverse mass (equal everywhere), muL and muR = muL - eV: Fermi energies.
Energies are in eV from the left band bottom, lengths in nm, J in A/cm2.
"""
import numpy as np
from scipy import constants as sc
from scipy import integrate, special

C0 = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/(2 m0), eV nm2
HBAR_EV = sc.hbar / sc.e                         # eV s
KB = sc.k / sc.e                                # eV/K
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9  # e^2/(4 pi eps0), eV nm
PREF = sc.e * sc.m_e / (2 * np.pi**2 * sc.hbar**3) * sc.e**2 * 1e-4

# Round model parameters
MU = 7.0            # left Fermi energy
PHI = 2.0           # barrier above left Fermi energy
M_B = 0.4           # barrier mass / free electron mass
LENGTH, BIAS = 10.0, 4.0
TEMP, TEMP_USE = 300.0, 378.15
EPS_STATIC, EPS_OPT = 2.7, 2.0
SHEET = 1e12        # trapped electrons per cm2, at mid-film
ATTEMPT = 1e13      # rough trap attempt rate, 1/s
BREAKDOWN = 7.0     # rough breakdown field, MV/cm
EZ = np.linspace(MU - 2.5, MU + 3.0, 2201)


def midpoints(length, slices):
    return (np.arange(slices) + 0.5) * length / slices


def linear_profile(length, bias, slices=500):
    return MU + PHI - bias * midpoints(length, slices) / length


def transmission(energy, kt, profile, length, bottoms, trans_mass=1.0):
    """Flux transmission at total energy and transverse wave number kt.

    The wave is carried from the exit to the entrance, slice by slice.
    """
    step = length / len(profile)
    k_in = np.sqrt((energy - bottoms[0]) / C0 - kt**2)
    k_out = np.sqrt((energy - bottoms[1]) / C0 - kt**2)
    psi = np.ones_like(k_out, dtype=complex)
    slope = 1j * k_out * M_B
    kinetic = C0 * kt**2 / trans_mass
    for u in profile[::-1]:
        decay = np.sqrt((u - energy + kinetic) * M_B / C0 + 1e-14j)
        c, s = np.cosh(decay * step), np.sinh(decay * step)
        psi, slope = c * psi - s / decay * slope, c * slope - decay * s * psi
    incident = 0.5 * (psi + slope / (1j * k_in * M_B))
    return k_out / (k_in * np.abs(incident)**2)


def airy_transmission(ez, et, length, bias):
    """Exact linear-barrier transmission for an isotropic barrier mass."""
    field = bias / length
    a = (field * M_B / C0)**(1 / 3)
    top = MU + PHI + et * (1 / M_B - 1)
    k_in, k_out = np.sqrt(ez / C0), np.sqrt((ez + bias) / C0)
    ai, aip, bi, bip = special.airy(a * ((top - ez) / field - length))
    ratio = -1j * k_out * M_B / a
    c_ai = np.pi * (bip - bi * ratio)
    c_bi = np.pi * (ai * ratio - aip)
    ai, aip, bi, bip = special.airy(a * (top - ez) / field)
    psi = c_ai * ai + c_bi * bi
    slope = -a * (c_ai * aip + c_bi * bip)
    incident = 0.5 * (psi + slope / (1j * k_in * M_B))
    return k_out / (k_in * np.abs(incident)**2)


def supply(ez, bias, temp):
    kt = KB * temp
    return kt * (np.logaddexp(0, (MU - ez) / kt)
                 - np.logaddexp(0, (MU - bias - ez) / kt))


def tsu_esaki(trans, bias, temp):
    return PREF * integrate.trapezoid(trans * supply(EZ, bias, temp), EZ)


def momentum_sum(profile, length, bias, temp):
    """Current from its definition: a sum over kx, ky and kz."""
    dkz, dkt = 0.01, 0.05
    kz = np.arange(np.sqrt((MU - 2.5) / C0), np.sqrt((MU + 3) / C0), dkz)
    trans = transmission(C0 * kz**2, 0.0, profile, length, (0.0, -bias))
    kx = np.arange(0, np.sqrt(2.5 / C0), dkt)
    w = np.ones_like(kx)
    w[0] = 0.5
    weight = 4 * np.outer(w, w) * dkt**2
    et = C0 * (kx[:, None]**2 + kx[None, :]**2)
    total = 0.0
    for k, d in zip(kz, trans):
        x = C0 * k**2 + et - MU
        occupied = (special.expit(-x / (KB * temp))
                    - special.expit(-(x + bias) / (KB * temp)))
        total += 2 * C0 * k / HBAR_EV * d * np.sum(weight * occupied)
    return 2 / (2 * np.pi)**3 * total * dkz * sc.e * 1e14


# Main film and low-bias film: momentum sum against the reduced formula
bottoms = (0.0, -BIAS)
profile = linear_profile(LENGTH, BIAS)
D = transmission(EZ, 0.0, profile, LENGTH, bottoms)
J = tsu_esaki(D, BIAS, TEMP)
J_sum = momentum_sum(profile, LENGTH, BIAS, TEMP)
assert abs(J_sum / J - 1) < 1e-5

THIN, LOW = 4.0, 0.05
thin_profile = linear_profile(THIN, LOW)
D_thin = transmission(EZ, 0.0, thin_profile, THIN, (0.0, -LOW))
J_thin = tsu_esaki(D_thin, LOW, TEMP)
J_thin_sum = momentum_sum(thin_profile, THIN, LOW, TEMP)
J_forward = PREF * integrate.trapezoid(
    D_thin * KB * TEMP * np.logaddexp(0, (MU - EZ) / (KB * TEMP)), EZ)
assert abs(J_thin_sum / J_thin - 1) < 1e-5

# Transmission: exact Airy solution, reciprocity, transverse-mass condition
probe = np.linspace(MU - 0.5, MU + 0.5, 41)
D_probe = transmission(probe, 0.0, profile, LENGTH, bottoms)
D_back = transmission(probe, 0.0, profile[::-1], LENGTH, bottoms[::-1])
assert np.allclose(D_back, D_probe, rtol=1e-6, atol=0)
D_airy = airy_transmission(probe, 0.0, LENGTH, BIAS)
assert np.allclose(D_airy, D_probe, rtol=2e-3, atol=0)
ET_TEST = 0.1
kt_test = np.sqrt(ET_TEST / C0)
D_same = transmission(probe + ET_TEST, kt_test, profile, LENGTH, bottoms)
D_iso = transmission(probe + ET_TEST, kt_test, profile, LENGTH, bottoms, M_B)
assert np.allclose(D_same, D_probe, rtol=1e-6, atol=0)
assert np.allclose(D_iso, airy_transmission(probe, ET_TEST, LENGTH, BIAS),
                   rtol=2e-3, atol=0)

# Zero-temperature supply and thermionic limit
ramp = np.maximum(MU - EZ, 0) - np.maximum(MU - BIAS - EZ, 0)
assert np.max(np.abs(supply(EZ, BIAS, 5.0) - ramp)) <= KB * 5 * np.log(2) + 1e-9
J_zero = PREF * integrate.trapezoid(D * ramp, EZ)
richardson = 4 * np.pi * sc.e * sc.m_e * sc.k**2 / sc.h**3 * 1e-4
J_step = PREF * integrate.quad(lambda x: supply(x, 5.0, TEMP), MU + 1,
                               MU + 3, epsabs=0, epsrel=1e-9, limit=200)[0]
J_rich = richardson * TEMP**2 * np.exp(-1 / (KB * TEMP))
assert abs(J_step / J_rich - 1) < 1e-6

# Isotropic barrier: transmission now depends on both energies
nodes, weights = np.polynomial.legendre.leggauss(80)
et = 0.75 * (nodes + 1)
ez = EZ[::4]
D2 = airy_transmission(ez[:, None], et[None, :], LENGTH, BIAS)
x = ez[:, None] + et[None, :] - MU
occ = special.expit(-x / (KB * TEMP)) - special.expit(-(x + BIAS) / (KB * TEMP))
J_iso = PREF * integrate.trapezoid((D2 * occ) @ (0.75 * weights), ez)
assert abs(J_iso / J / M_B - 1) < 0.03


# Image force of the nearest image in each electrode
def image_current(slices):
    z = midpoints(LENGTH, slices)
    u = linear_profile(LENGTH, BIAS, slices)
    u = u - COULOMB / (4 * EPS_OPT) * (1 / z + 1 / (LENGTH - z))
    u = np.maximum(u, -BIAS * z / LENGTH)
    d = transmission(EZ, 0.0, u, LENGTH, bottoms)
    return tsu_esaki(d, BIAS, TEMP)


J_image = image_current(2000)
assert abs(image_current(1000) / J_image - 1) < 0.02

# Trapped sheet, temperature of use, thickness at fixed field
z = midpoints(LENGTH, len(profile))
sheet_field = 4 * np.pi * COULOMB * SHEET * 1e-14 / (2 * EPS_STATIC)
charged = profile + sheet_field * np.minimum(z, LENGTH - z)
J_charged = tsu_esaki(transmission(EZ, 0.0, charged, LENGTH, bottoms),
                      BIAS, TEMP)
J_hot = tsu_esaki(D, BIAS, TEMP_USE)
thicknesses = np.linspace(9.6, 10.4, 9)
J_thick = []
for t in thicknesses:
    v = BIAS * t / LENGTH
    d = transmission(EZ, 0.0, linear_profile(t, v), t, (0.0, -v))
    J_thick.append(tsu_esaki(d, v, TEMP))

# Rough resonant-trap path: equal barriers in and out, passed in series
D_mu = np.interp(MU, EZ, D)
trap_rate = 0.5 * ATTEMPT * np.sqrt(D_mu)
trap_density = J / (sc.e * trap_rate)

field = BIAS / LENGTH * 10
density = PREF * D * supply(EZ, BIAS, TEMP)
below = integrate.trapezoid(density[EZ <= MU + 1e-9], EZ[EZ <= MU + 1e-9]) / J
print(f"Film: thickness {LENGTH:.1f} nm, bias {BIAS:.1f} V, field {field:.1f} MV/cm")
print(f"Barrier {PHI:.1f} eV, mass {M_B:.1f} m0, Fermi energy {MU:.1f} eV")
print(f"Temperature {TEMP:.0f} K, kT = {KB * TEMP:.5f} eV")
print(f"Prefactor e m/(2 pi^2 hbar^3) = {PREF:.4e} A/(cm2 eV2)")
for offset in (-0.2, -0.1, 0.0, 0.1, 0.2):
    i = np.argmin(np.abs(EZ - MU - offset))
    print(f"Ez-muL {offset:+.1f} eV: D {D[i]:.3e}, "
          f"S {supply(EZ[i], BIAS, TEMP):.3e} eV, "
          f"dJ/dEz {density[i]:.3e} A/(cm2 eV)")
print(f"Largest dJ/dEz at Ez-muL = {EZ[np.argmax(density)] - MU:+.3f} eV")
print(f"Share of current with Ez below muL = {below:.3f}")
print(f"J, Tsu-Esaki = {J:.4e} A/cm2 = {J * 1e4:.4e} A/m2")
print(f"J, direct momentum sum = {J_sum:.4e} A/cm2")
print(f"Relative difference, main film = {abs(J_sum / J - 1):.1e}")
print(f"Thin film: {THIN:.1f} nm, {LOW:.2f} V, same barrier and temperature")
print(f"Thin film J, Tsu-Esaki = {J_thin:.4e} A/cm2")
print(f"Thin film J, momentum sum = {J_thin_sum:.4e} A/cm2")
print(f"Thin film forward flow alone = {J_forward:.4e} A/cm2")
print(f"Thin film return flow = {J_forward - J_thin:.4e} A/cm2")
print(f"Richardson constant = {richardson:.3f} A/(cm2 K2)")
print(f"1 eV step at 300 K: formula {J_step:.4e}, Richardson {J_rich:.4e} A/cm2")
print(f"J at zero temperature = {J_zero:.4e} A/cm2, J(300 K)/J(0) = {J / J_zero:.3f}")
print(f"J at {TEMP_USE:.2f} K = {J_hot:.4e} A/cm2, ratio to 300 K = {J_hot / J:.3f}")
print(f"Isotropic barrier mass: J = {J_iso:.4e} A/cm2, ratio = {J_iso / J:.4f}")
print(f"Image force, optical permittivity {EPS_OPT:.1f}: J = {J_image:.3e} A/cm2, "
      f"ratio = {J_image / J:.2f}")
print(f"Trapped sheet {SHEET:.1e} cm-2 at mid-film, permittivity {EPS_STATIC:.1f}")
print(f"Sheet lowers cathode field by {sheet_field * 10:.3f} MV/cm, "
      f"J ratio = {J_charged / J:.4f}")
print(f"Thickness {thicknesses[0]:.1f} to {thicknesses[-1]:.1f} nm at fixed field: "
      f"J ratio {min(J_thick) / J:.3f} to {max(J_thick) / J:.3f}")
print(f"Rough trap attempt rate {ATTEMPT:.1e} 1/s, rate per trap {trap_rate:.2e} 1/s")
print(f"Resonant traps giving equal current = {trap_density:.2e} cm-2, "
      f"spacing {1e4 / np.sqrt(trap_density):.2f} um")
print(f"Rough breakdown field {BREAKDOWN:.1f} MV/cm, field used / breakdown = "
      f"{field / BREAKDOWN:.2f}")
print("every check passed")
```

Output:

```
Film: thickness 10.0 nm, bias 4.0 V, field 4.0 MV/cm
Barrier 2.0 eV, mass 0.4 m0, Fermi energy 7.0 eV
Temperature 300 K, kT = 0.02585 eV
Prefactor e m/(2 pi^2 hbar^3) = 1.6183e+10 A/(cm2 eV2)
Ez-muL -0.2 eV: D 6.750e-16, S 2.000e-01 eV, dJ/dEz 2.185e-06 A/(cm2 eV)
Ez-muL -0.1 eV: D 9.628e-15, S 1.005e-01 eV, dJ/dEz 1.566e-05 A/(cm2 eV)
Ez-muL +0.0 eV: D 1.397e-13, S 1.792e-02 eV, dJ/dEz 4.050e-05 A/(cm2 eV)
Ez-muL +0.1 eV: D 7.018e-13, S 5.346e-04 eV, dJ/dEz 6.072e-06 A/(cm2 eV)
Ez-muL +0.2 eV: D 1.087e-11, S 1.129e-05 eV, dJ/dEz 1.985e-06 A/(cm2 eV)
Largest dJ/dEz at Ez-muL = -0.025 eV
Share of current with Ez below muL = 0.657
J, Tsu-Esaki = 6.7689e-06 A/cm2 = 6.7689e-02 A/m2
J, direct momentum sum = 6.7689e-06 A/cm2
Relative difference, main film = 2.2e-14
Thin film: 4.0 nm, 0.05 V, same barrier and temperature
Thin film J, Tsu-Esaki = 4.7195e-08 A/cm2
Thin film J, momentum sum = 4.7195e-08 A/cm2
Thin film forward flow alone = 1.3426e-07 A/cm2
Thin film return flow = 8.7064e-08 A/cm2
Richardson constant = 120.173 A/(cm2 K2)
1 eV step at 300 K: formula 1.7171e-10, Richardson 1.7171e-10 A/cm2
J at zero temperature = 3.6475e-06 A/cm2, J(300 K)/J(0) = 1.856
J at 378.15 K = 1.0462e-05 A/cm2, ratio to 300 K = 1.546
Isotropic barrier mass: J = 2.7071e-06 A/cm2, ratio = 0.3999
Image force, optical permittivity 2.0: J = 2.274e-04 A/cm2, ratio = 33.59
Trapped sheet 1.0e+12 cm-2 at mid-film, permittivity 2.7
Sheet lowers cathode field by 0.335 MV/cm, J ratio = 0.0607
Thickness 9.6 to 10.4 nm at fixed field: J ratio 0.831 to 1.000
Rough trap attempt rate 1.0e+13 1/s, rate per trap 1.87e+06 1/s
Resonant traps giving equal current = 2.26e+07 cm-2, spacing 2.10 um
Rough breakdown field 7.0 MV/cm, field used / breakdown = 0.57
every check passed
```
